The Kleinman-Bylander Operator: Derivation, Action on the Reference Orbital, Scale Invariance, part 2

The Kleinman-Bylander operator V_KB is a separable replacement for a semilocal pseudopotential V_SL = V_loc + δV_SL, built on reference orbitals φ_lm = u_l Y_lm/r. The question is how it treats other states. Units are Hartree atomic (Ha, bohr); T = −½∇². With V_l the potential for angular momentum l, δV_l = V_l − V_loc is real and vanishes for r ≥ r_c, and χ_lm = δV_l φ_lm.

(δV_SL f)(r⃗) = Σ_lm Y_lm(r̂) δV_l(r) f_lm(r),  f_lm(r) = ∫ Y*_lm(r̂′) f(r r̂′) dΩ′,  (9)

D_l = ⟨φ_lm|χ_lm⟩ = ∫₀^{r_c} δV_l(r) |u_l(r)|² dr,  (12)

V_KB = V_loc + Σ_lm |χ_lm⟩⟨χ_lm| / D_l.  (21)

For D_l ≠ 0, any complex b_lm and reference energies ε_l,

V_KB φ_lm = V_loc φ_lm + χ_lm = V_l φ_lm = V_SL φ_lm.  (26)

V_KB Σ_lm b_lm φ_lm = V_SL Σ_lm b_lm φ_lm  (27)

(T + V_KB) φ_lm = T φ_lm + V_SL φ_lm = ε_l φ_lm,  (28)

With cφ_lm (c ≠ 0) replacing φ_lm, the term W_lm of (21) becomes

W̃ = |c|² |χ_lm⟩⟨χ_lm| / (|c|² D_l) = W_lm.  (31)

In one channel, ⟨f|g⟩ = ∫ f* g dr, u is real and normalized, χ = δV u and β = χ/‖χ‖:

W = E_KB |β⟩⟨β|,  E_KB = ⟨χ|χ⟩/D = ∫ δV² |u|² dr / ∫ δV |u|² dr.  (32)

E_KB is an average of δV if δV has one sign.

H_loc = −½ d²/dr² + l(l+1)/(2r²) + V_loc,  H_SL = H_loc + δV,  H_KB = H_loc + W.  (33)

Here H_SL u = H_KB u = εu. For Δ = H_KB − H_SL and ψ = u + aη,

⟨ψ|Δ|ψ⟩ = |a|² [ |⟨η|χ⟩|²/D − ⟨η|δV|η⟩ ].  (35)

If δV ≥ 0 throughout the core,

|⟨η|χ⟩|² ≤ ⟨η|δV|η⟩ ⟨u|δV|u⟩ = ⟨η|δV|η⟩ D,  (36)

so the bracket in (35) is not positive; for δV ≤ 0 throughout it is not negative.

The table's 3x3 model solves s ξ (ξ·φ) = Uφ for ξ, with s = ±1, U = diag(1, −2, 3), φ = (1, 2, −1), D = φ·Uφ; its SL matrix is δV₀ between plane waves G.

### Response of the reference level to a perturbation

An atom placed in a molecule or solid has its orbitals deformed. The spherical part of this effect can be modelled by a local perturbation λΔV(r) added to both Hamiltonians; polarization, which mixes different l, is left out. Let H₀ stand for H_SL or H_KB, with ε nondegenerate in the channel and the other eigenstates |n⟩ at energies E_n, the continuum included. Expand the level as ε + λε₁ + λ²ε₂ + … and the state as u + λu₁ + λ²u₂ + …, with u₁ and u₂ orthogonal to u. The terms of order λ in the eigenvalue equation are

(H₀ − ε) u₁ = (ε₁ − ΔV) u.  (37)

The scalar product with u makes the left side zero, because (H₀ − ε)u = 0 and H₀ is Hermitian, so ε₁ = ⟨u|ΔV|u⟩. The scalar product with |n⟩ gives (E_n − ε)⟨n|u₁⟩ = −⟨n|ΔV|u⟩. The terms of order λ² are (H₀ − ε)u₂ = (ε₁ − ΔV)u₁ + ε₂u, and their product with u gives ε₂ = ⟨u|ΔV|u₁⟩. Thus

ε₁ = ⟨u|ΔV|u⟩,  ε₂ = −Σ_n |⟨n|ΔV|u⟩|²/(E_n − ε).  (38)

The zeroth-order energy and the first-order coefficient contain u alone, which the two Hamiltonians share. The second-order coefficient contains the other eigenstates, which differ. For small λ,

E_KB-level(λ) − E_SL-level(λ) = λ² (ε₂^KB − ε₂^SL) + O(λ³).  (39)

The power of λ is the one (35) suggests: the orbital is deformed at order λ, and the error is quadratic in the deformation. The coefficient is not the bracket of (35) for a single deformation, because the two Hamiltonians deform u differently. Using (37) for each of them gives ε₂^KB − ε₂^SL = ⟨u₁^SL|Δ|u₁^KB⟩. In the hydrogen example below this is −0.0140 Ha⁻¹, while the bracket of (35) gives −0.0095 Ha⁻¹ for η = u₁^SL and −0.0213 Ha⁻¹ for η = u₁^KB.

### Whether the reference level is the lowest

For the semilocal Hamiltonian, a nodeless u is the lowest state of its channel. Write any trial function as f = u g, which is possible because u > 0 for r > 0, and let V_eff = l(l+1)/(2r²) + V_l, so that ½u″ = (V_eff − ε)u. Then f′² = u′²g² + 2uu′gg′ + u²g′², and an integration by parts gives

∫ (V_eff − ε) u²g² dr = ½ ∫ u″ u g² dr = −½ ∫ (u′²g² + 2uu′gg′) dr.  (40)

The boundary term ½(u′/u) f² vanishes at the origin, where u′/u ~ (l+1)/r and f² falls at least as r², and at infinity, where f decays. Adding ½∫f′² dr cancels two of its three terms:

⟨f|H_SL − ε|f⟩ = ½ ∫ u² g′² dr ≥ 0.  (41)

No level of H_SL lies below ε. The first equality in (40) replaced the potential, point by point, with u″/(2u), which requires a potential that is local in r. For H_KB the right side of (41) acquires the term ⟨f|Δ|f⟩. If δV ≤ 0 throughout the core, this term is not negative, as shown after (36), and the conclusion survives. Otherwise it can be negative, and the argument no longer excludes a level below ε.

What remains can be found from the variational principle. Let E₀ < E₁ be the two lowest levels of H_loc with states e₀ and e₁, and Λ₀ ≤ Λ₁ those of H_KB with states k₀ and k₁, all assumed bound. Three facts are used: a normalized combination of the two lowest eigenstates of a Hamiltonian has an expectation value no higher than the second level; a normalized function orthogonal to the ground state has one no lower than the second level; and in a two-dimensional space one can find a nonzero vector orthogonal to any given function, since this is one homogeneous linear equation in two unknowns.

Case D > 0. Here ⟨f|W|f⟩ = |⟨χ|f⟩|²/D ≥ 0 for all f. First, Λ₀ = ⟨k₀|H_loc + W|k₀⟩ ≥ E₀. Second, choose f in the span of e₀ and e₁ orthogonal to χ; then Wf = 0 and Λ₀ ≤ ⟨f|H_KB|f⟩ = ⟨f|H_loc|f⟩ ≤ E₁. Third, choose f in the span of k₀ and k₁ orthogonal to e₀; then Λ₁ ≥ ⟨f|H_KB|f⟩ ≥ ⟨f|H_loc|f⟩ ≥ E₁. Together,

E₀ ≤ Λ₀ ≤ E₁ ≤ Λ₁  (D > 0).  (42)

If ε > E₁, then Λ₀ ≤ E₁ < ε and a level lies below the reference. If ε < E₁, then ε < Λ₁, and since ε is an eigenvalue it must be Λ₀. A repulsive rank-one term, however large E_KB is, cannot push the lowest level above E₁, because it penalizes one direction in function space and a combination of e₀ and e₁ avoids that direction.

Case D < 0. Now ⟨f|W|f⟩ ≤ 0, so Λ₀ ≤ ⟨e₀|H_KB|e₀⟩ ≤ E₀. Choose f in the span of k₀ and k₁ orthogonal to χ; then Λ₁ ≥ ⟨f|H_KB|f⟩ = ⟨f|H_loc|f⟩ ≥ E₀. Together,

Λ₀ ≤ E₀ ≤ Λ₁  (D < 0).  (43)

If ε > E₀, a level lies below the reference; if ε < E₀, then ε = Λ₀. A level of H_KB below a nodeless reference state has no counterpart in H_SL, by (41), and is called a ghost state. The sign of D needed in (42) and (43) has a direct expression: the product of H_loc u + δV u = εu with u gives

D = ε − ⟨u|H_loc|u⟩.  (44)

### Hydrogen 2s and 2p: the potentials

The example is the hydrogen atom with fixed nucleus in the nonrelativistic theory, where the potential is −1/r, there is no screening, and the levels −1/(2n²) are known. The 1s state plays the part of a core, and 2s and 2p are the references, both at ε = −1/8 Ha = −3.40142 eV. Their radial functions are

u₀^AE = (r²/2 − r) e^{−r/2}/√2,  u₁^AE = r² e^{−r/2}/√24,  (45)

with the sign of u₀^AE chosen positive beyond its node at r = 2. Substitution confirms them. For l = 1, u″/u = 2/r² − 2/r + 1/4, so −½u″/u + 1/r² − 1/r = −1/8. For l = 0, leaving out the factor e^{−r/2}/√2, u″ is 2 − 5r/4 + r²/8, and −½u″ − u/r is r/8 − r²/16 = −(1/8)(r²/2 − r). With ∫ rⁿ e^{−r} dr = n!, the norms are (6 − 6 + 2)/2 = 1 and 24/24 = 1.

The core radius is r_c = 5 bohr. Outside it u_l = u_l^AE. Inside, with s = r² and s_c = r_c² = 25 bohr²,

u_l = r^{l+1} e^{P(s)},  P(s) = Σ_{k=0}^{3} F^{(k)}(s_c)(s − s_c)^k/k! + t (1 − s/s_c)⁴,  (46)

where F(s) = ln(u_l^AE/r^{l+1}). The function (46) has no node. The last term and its first three derivatives vanish at s_c, so P matches F through the third derivative for any t, and u_l joins u_l^AE with three continuous derivatives. The inner norm N(t) = ∫₀^{r_c} u_l² dr has dN/dt = 2∫ u_l² (1 − s/s_c)⁴ dr > 0 and runs from 0 to ∞ as t runs over the real line, so norm conservation, N(t) = ∫₀^{r_c} (u_l^AE)² dr, has one solution. The inner norms are 0.348946 for l = 0 and 0.559507 for l = 1, and they give t = −0.160206 and t = 0.260637. Norm conservation makes u_l normalized over all space.

The potential follows by solving the radial equation for V_l = ε + u″/(2u) − l(l+1)/(2r²). With p(r) = P(r²), differentiating ln u = (l+1) ln r + p gives u′/u = (l+1)/r + p′, and

u″/u = (u′/u)′ + (u′/u)² = l(l+1)/r² + 2(l+1)p′/r + p″ + p′².  (47)

The chain rule gives p′ = 2rP′ and p″ = 2P′ + 4sP″, primes on P meaning d/ds. The centrifugal term cancels, and

V_l = ε + 2(l+1)P′ + P′ + 2sP″ + 2sP′² = ε + (2l+3)P′ + 2sP″ + 2sP′².  (48)

It is finite at the origin, and since it contains two derivatives of u it joins −1/r with continuous value and slope. The local potential is chosen, with x = r/r_c, as

V_loc = −h(x)/r_c,  h(x) = 15/8 − 5x²/4 + 3x⁴/8  (r ≤ r_c),  (49)

and −1/r outside. At x = 1, h = 1, h′ = −5/2 + 3/2 = −1 and h″ = −5/2 + 9/2 = 2, which are the value and first two derivatives of 1/x. At the origin V_loc = −(15/8)/5 = −0.375 Ha.

One value of δV₀ can be followed by hand. For l = 0, F = ln(r/2 − 1) − r/2 + constant, whose r-derivatives at r = 5 are F_r = 1/3 − 1/2 = −1/6, F_rr = −1/9 and F_rrr = 2/27. Applying d/ds = (1/2r) d/dr repeatedly,

F′ = F_r/(2r) = −1/60,
F″ = F_rr/(4r²) − F_r/(4r³) = −1/900 + 1/3000 = −7/9000,
F‴ = F_rrr/(8r³) − 3F_rr/(8r⁴) + 3F_r/(8r⁵) = 1/13500 + 1/15000 − 1/50000 = 163/1350000.  (50)

At s = 0, (46) gives P′(0) = F′ − 25F″ + (625/2)F‴ − 4t/25 = −1/60 + 7/360 + 163/4320 + 4(0.160206)/25 = 0.040509 + 0.025633 = 0.066142. Then (48) gives V₀(0) = −0.125 + 3(0.066142) = 0.07343 Ha and δV₀(0) = 0.07343 + 0.375 = 0.44843 Ha. The computed values at r = 0, 1, 2, 3, 4 bohr are, in Ha,

δV₀: 0.44843, 0.41252, 0.30627, 0.15793, 0.03797
δV₁: −0.42726, −0.35379, −0.19153, −0.05230, +0.00240

In the s channel δV₀ is repulsive at the sampled radii. Adding it to V_loc raises the lowest s level from −0.194 Ha to the 2s energy, −0.125 Ha. In the p channel δV₁ is attractive at the first four sampled radii, but the sample at 4 bohr is positive: δV₁ changes sign between 3 and 4 bohr. The results that need a one-signed δV, namely (36) and the reading of E_KB as an average, therefore do not apply to l = 1, while (26), (31), (35), (42) and (43) are unaffected.

### Denominators, energies and levels

Quadrature of (12) and (32) gives D₀ = 0.0274449 Ha, ⟨χ|χ⟩₀ = 0.0053128 Ha², D₁ = −0.0295441 Ha and ⟨χ|χ⟩₁ = 0.0051481 Ha². Hence

E_KB(l=0) = 0.0053128/0.0274449 = 0.19358 Ha = 5.268 eV,
E_KB(l=1) = 0.0051481/(−0.0295441) = −0.17425 Ha = −4.742 eV.  (51)

The numerical check diagonalizes the three Hamiltonians (33) in a B-spline basis that knows nothing of u. It asserts that the one nonzero eigenvalue of H_KB − H_loc equals (51) to a relative 10⁻⁷, and that the lowest levels of H_SL and H_KB lie within 10⁻⁸ Ha of −1/8. Both print as −0.125000000 Ha in both channels, and the lowest KB eigenvector has overlap 1.000000000 with u_l. This is (28). H_loc by itself has its lowest levels at −0.194126 Ha (l = 0) and −0.106627 Ha (l = 1), so the agreement is produced by the nonlocal term.

The criteria (42) and (43) account for the absence of a ghost. For l = 0, D₀ > 0 and the local levels are E₀ = −0.194126 Ha and E₁ = −0.076365 Ha; ε = −0.125 Ha lies below E₁ and is therefore Λ₀. For l = 1, D₁ < 0 and ε lies below E₀ = −0.106627 Ha, so again ε = Λ₀. The direction of these inequalities can be foreseen from (49). Multiplying out confirms 1 − x h(x) = (1 − x)³(1 + 9x/8 + 3x²/8): the coefficients of x, x², x³, x⁴ and x⁵ are 9/8 − 3 = −15/8, 3/8 − 27/8 + 3 = 0, −9/8 + 27/8 − 1 = 5/4, 9/8 − 9/8 = 0 and −3/8. So V_loc + 1/r = [1 − x h(x)]/r ≥ 0 in the core. H_loc is the hydrogen Hamiltonian plus a nonnegative term, and the first and third arguments leading to (42) place its lowest p level and its second s level at or above the hydrogen 2p and 2s energy −1/8. By (44), ⟨u₁|H_loc|u₁⟩ = −0.125 + 0.0295441 = −0.0954559 Ha, which lies above E₀ = −0.106627 Ha as the variational principle demands.

The second level in each channel should represent n = 3 at −1/18 = −0.0555556 Ha, and here the operators differ:

l = 0: SL −0.0557370 Ha, KB −0.0558814 Ha, KB − SL = −1.444 × 10⁻⁴ Ha = −3.93 meV
l = 1: SL −0.0555004 Ha, KB −0.0554914 Ha, KB − SL = +9.03 × 10⁻⁶ Ha = +0.25 meV

Measured against the hydrogen value, the 3s error is −1.81 × 10⁻⁴ Ha for the semilocal form and −3.26 × 10⁻⁴ Ha for the separable one, that is 0.33% and 0.59% of the binding energy. The 3p errors are +5.5 × 10⁻⁵ and +6.4 × 10⁻⁵ Ha, or 0.10% and 0.12%. In this model the separable form adds to the error in both channels. The negative sign for l = 0 is what (36) implies if δV₀ ≥ 0 everywhere in the core, since H_SL is then H_KB plus a nonnegative operator and the third argument leading to (42) orders the second levels; the condition is met, since δV₀/(r_c − r)² stays between 0.018 and 0.040 Ha/bohr² on a fine grid over the core. For l = 1 the positive sign is that of a purely attractive δV, but δV₁ is not one-signed, and attributing the sign to its dominant negative part is a conjecture.

### Action, scaling and mismatch in three dimensions

Equations (26), (27) and (31) are tested on a product grid in r, θ and the azimuth, with all four projectors of l = 0 and 1 present, complex spherical harmonics, δV_SL evaluated from (9), and, in the two comparisons that follow, the denominators of the unscaled orbitals taken from a separate radial quadrature; for the scaled orbitals each denominator is recomputed on the grid from the orbital as scaled. For each φ_lm and for a random complex superposition of them, the norm of (V_KB − V_SL)φ relative to the norm of δV_SL φ is at most 4.5 × 10⁻¹⁵. Scaling each φ_lm by its own random complex constant changes δV_KB f, for a random f, by 4.5 × 10⁻¹⁵ of its norm. Both are at the level of rounding, against an asserted tolerance of 10⁻¹⁰. The check also asserts Hermiticity, the annihilation of an l = 2 function, and, on the random f, a norm of (δV_KB − δV_SL)f above one percent of the norm of δV_SL f.

For c = 3 − 4i, |c|² = 9 + 16 = 25, and the denominator from the scaled orbital is 0.6861235 Ha; 25 × 0.0274449 = 0.6861225, equal up to the rounding of D₀. As a probe take the s function η = r e^{−r/2}/√2, normalized since ∫ r² e^{−r} dr = 2. Its overlap with the projector is ⟨η|χ₀⟩ = 0.0639016 Ha, so

⟨η|W|η⟩ = (0.0639016)²/0.0274449 = 0.0040834/0.0274449 = 0.148786 Ha.  (52)

With cφ the numerator and the denominator are each 25 times larger, and the grid returns 0.1487857 Ha for both φ and cφ. Changing the shape instead, φ → (1 + r/r_c)φ, gives 0.1295548 Ha, lower by 13% of the original value. The semilocal element is ⟨η|δV₀|η⟩ = 0.2014862 Ha, so on η the separable form falls short by 0.0527005 Ha, 26% of the semilocal value. For ψ = u₀ + aη with a = 0.7, (35) predicts

0.49 × (0.1487857 − 0.2014862) = 0.49 × (−0.0527005) = −0.0258232 Ha,  (53)

and direct evaluation of ⟨ψ|V_KB − V_SL|ψ⟩ on the grid gives −0.0258232 Ha.

For the response, take ΔV = exp[−(r/6)²] with r in bohr and λ = 0.004 Ha in the s channel. The first-order coefficient is ε₁ = 0.404298, a common shift of 0.004 × 0.404298 = 0.0016172 Ha. The sums (38) over the basis states give ε₂^SL = −0.531936 Ha⁻¹ and ε₂^KB = −0.545972 Ha⁻¹, with difference −0.014037 Ha⁻¹ before rounding of the two terms. Equation (39) predicts (0.004)² × (−0.014037) = −2.246 × 10⁻⁷ Ha, and diagonalization gives −2.199 × 10⁻⁷ Ha, which is 1.4 × 10⁻⁴ of the first-order shift. The 2% gap between prediction and diagonalization is odd in λ: averaging over +λ and −λ removes it and yields −0.014036 Ha⁻¹. If the gap is the λ³ term, the difference has the form Aλ²(1 + bλ) with 1 + bλ = 2.199/2.246 = 0.979, and halving λ must reduce it by 4(1 + bλ)/(1 + bλ/2) = 4 × 0.979/0.9895 = 3.958. The computed ratio is 3.958.

### A ghost state

Lower V_loc inside the core by 2(1 − x²)³ Ha and keep V₀. Then δV₀ rises by the same amount, and H_SL, which contains V_loc + δV₀ = V₀, is the same s-channel operator as before; its lowest level is −0.12500000 Ha. The separable operator changes, because χ and D are built from δV₀. The denominator becomes D₀ = 0.119730 Ha, positive, and the deeper well has local levels E₀ = −1.39523 Ha and E₁ = −0.38217 Ha. Now E₁ < ε, and (42) requires a level of H_KB between −1.39523 and −0.38217 Ha. Diagonalization finds it at −0.85222 Ha = −23.19 eV, which is 0.727 Ha below the reference. The reference level is still in the spectrum, at −0.12500000 Ha, as (28) requires. A calculation that fills the lowest s state of this operator would occupy the ghost instead of the pseudo-2s orbital. Equations (26) and (31) hold for every V_loc with D ≠ 0, and it is the comparison of ε with the local levels in (42) and (43) that decides which of these choices leave the reference state at the bottom of its channel. The comparison says nothing about spurious levels above the reference. With the same lowered V_loc and V₁ kept, the p channel has D₁ = 0.204 Ha and E₁ = −0.110 Ha > ε, so 2p stays lowest, yet the second level of H_KB falls to −0.0764 Ha while that of H_SL remains at −0.0555 Ha. The higher levels have to be compared with the semilocal ones separately.

Table of computed values

```
3x3 model: D = -4 ; real solutions xi: 2 ; for D = 0: 0
rc = 5.0 bohr, eps_ref = -0.125 Ha = -3.40142 eV, V_loc(0) = -0.37500 Ha
l=0: t = -0.160206, norm inside rc = 0.348946
l=0: dV at r=0,1,2,3,4 bohr (Ha): 0.44843 0.41252 0.30627 0.15793 0.03797
l=0: D = 0.0274449 Ha, <chi|chi> = 0.0053128 Ha^2
l=0: E_KB = 0.193579 Ha = 5.2676 eV
l=1: t = 0.260637, norm inside rc = 0.559507
l=1: dV at r=0,1,2,3,4 bohr (Ha): -0.42726 -0.35379 -0.19153 -0.05230 0.00240
l=1: D = -0.0295441 Ha, <chi|chi> = 0.0051481 Ha^2
l=1: E_KB = -0.174253 Ha = -4.7417 eV
l=0: local-only levels -0.194126, -0.076365 Ha
l=0: lowest SL -0.125000000, KB -0.125000000 Ha, |<KB state|u>| = 1.000000000
l=0: second SL -0.0557370, KB -0.0558814, exact n=3 -0.0555556 Ha
l=0: second KB - SL = -1.444e-04 Ha = -3.930 meV
l=1: local-only levels -0.106627, -0.049588 Ha
l=1: lowest SL -0.125000000, KB -0.125000000 Ha, |<KB state|u>| = 1.000000000
l=1: second SL -0.0555004, KB -0.0554914, exact n=3 -0.0555556 Ha
l=1: second KB - SL = 9.034e-06 Ha = 0.246 meV
3D grid: max |V_KB phi - V_SL phi|/|V_SL phi| = 4.5e-15
3D grid: change of V_KB f under random complex c_lm = 4.5e-15
c = (3-4j): |c|^2 = 25.0, D_0(c phi) = 0.6861235 Ha
<eta|chi_0> = 0.0639016 Ha, <eta|dV_0|eta> (SL) = 0.2014862 Ha
<eta|W|eta>: phi 0.1487857, c*phi 0.1487857, reshaped (1+r/rc)phi 0.1295548 Ha
a = 0.7: <psi|V_KB-V_SL|psi> grid -0.0258232, formula -0.0258232 Ha
SL matrix, G = 0.25..2.0 1/bohr: singular value ratio s2/s1 = 0.1610
lam = 0.004 Ha: <u|exp(-(r/6)^2)|u> = 0.404298, first-order shift 0.0016172 Ha
second-order coefficients SL -0.531936, KB -0.545972, difference -0.014037 1/Ha
KB - SL level = -2.199e-07 Ha, even part/lam^2 = -0.014036 1/Ha, ratio lam:lam/2 = 3.958
deepened by 2.0 Ha: D_0 = 0.119730 Ha, local levels -1.39523, -0.38217 Ha
deepened: SL lowest -0.12500000, KB reference level -0.12500000 Ha
deepened: KB ghost -0.85222 Ha = -23.190 eV
```
